\section*{Kernel-polynomial density of states with separate broadening, truncation and trace errors}

\section{A peak height that does not settle}

Take a honeycomb lattice with 4\% of its sites missing and compute its density of states at the band centre by the kernel polynomial method with the Jackson kernel. With $M$ Chebyshev moments the result is

\begin{center}
\begin{tabular}{rcc}
$M$ & kernel width (eV) & $\rho(0)$ (1/eV per site)\\
128 & 0.221 & 0.033\\
256 & 0.110 & 0.046\\
512 & 0.055 & 0.070\\
1024 & 0.028 & 0.111
\end{tabular}
\end{center}

More moments do not bring the answer closer to a limit. Successive doublings multiply the height by 1.39, 1.51 and 1.59. A density that is smooth on the scale of the kernel would give a factor near 1, and a single sharp level a factor near 2. The peak therefore has structure that these kernels do not resolve, and its height reports the choice of $M$ as much as the lattice.

The cause is that $M$ does two jobs. It sets the accuracy of a polynomial expansion, and it also sets the energy resolution. Each doubling halves the kernel, and the density of this lattice rises steeply toward $E=0$ on all of these scales. The discreteness of the levels is not what drives the growth in the table: the lattice has 76\,800 sites, and at $M=1024$ about $76\,800\times0.111\times2\times0.028\approx470$ levels lie within one width on either side of zero. At much larger $M$ a finite lattice would give a set of spikes, which is not a useful curve either. The cure is to fix the resolution first, as a physical quantity, and to let $M$ control accuracy alone.

\section{What is to be computed}

Let $H$ be the real symmetric Hamiltonian of the $N$ remaining sites, with one orbital per site, hopping $-t$ between nearest neighbours, periodic edges and no on-site energies. Vacancies are deleted sites. Relaxation of the lattice, electron interaction and further hoppings are left out. Densities are per remaining site and per spin, and the algebra uses atomic units, $\hbar=1$.

Suppose that a process outside $H$ makes every amplitude decay as $e^{-\eta\tau}$ with time $\tau$. Probabilities decay as $e^{-2\eta\tau}$, so the lifetime is $1/(2\eta)$. In the resolvent this replaces $E$ by $E+i\eta$, and the target is
\begin{equation}
\rho_\eta(E)=-\frac{1}{\pi N}\,\mathrm{Im}\,\mathrm{Tr}\,\frac{1}{E+i\eta-H}
=\frac1N\mathrm{Tr}\,L_\eta(E-H),\qquad
L_\eta(x)=\frac{\eta/\pi}{x^2+\eta^2}.
\label{target}
\end{equation}
The half-width $\eta$ is an input. Broadening by the vacancies is different: it is contained in the eigenvalues of $H$ and remains when every numerical error has been removed.

Chebyshev polynomials $T_m(\cos\theta)=\cos m\theta$ need a spectrum inside $[-1,1]$. Each row of $H$ has at most three entries of size $t$, so no eigenvalue exceeds $W=3t$ in magnitude. Deleting sites cannot raise this row sum. We set $h=H/W$.

\section{Why the Jackson width depends on the number of moments}

The Jackson scheme expands a delta function and damps its coefficients by factors $g_m$. A level at $y$ (in units of $W$) becomes
\begin{equation}
K(x)=\frac{1}{\pi\sqrt{1-x^2}}\Big[1+2\sum_{m=1}^{M-1}g_mT_m(x)T_m(y)\Big].
\end{equation}
Since $x=T_1$ and $x^2=(1+T_2)/2$, orthogonality gives the means $\langle x\rangle=g_1y$ and $\langle x^2\rangle=[1+g_2(2y^2-1)]/2$ over this line shape. Hence
\begin{equation}
\langle(x-y)^2\rangle=\tfrac12(1-g_2)+y^2(1+g_2-2g_1).
\end{equation}
With $\varphi=\pi/(M+1)$ the Jackson factors are
\begin{equation}
g_m=\frac{(M-m+1)\cos m\varphi+\sin m\varphi\,\cot\varphi}{M+1},
\end{equation}
so that $g_1=\cos\varphi\approx1-\varphi^2/2$ and $g_2=(M\cos2\varphi+1)/(M+1)\approx1-2\varphi^2$. The first term is then $\varphi^2$ and the second is $-\varphi^2y^2$. To leading order in $1/M$ the root-mean-square width in energy is
\begin{equation}
\Delta_J(E)\approx\frac{\pi W}{M}\sqrt{1-(E/W)^2}.
\end{equation}
It shrinks with $M$ and varies across the band, so it cannot represent one given lifetime. A quadrature test at $M=256$ confirms the squared width within 3\%.

\section{Expanding the physical line shape}

We expand the resolvent at the fixed complex energy $z=(E+i\eta)/W$. For $|w|<1$ and $x=\cos\theta$, two geometric series give
\begin{align}
\sum_{m=0}^{\infty}(2-\delta_{m0})w^mT_m(x)
&=\frac{1}{1-we^{i\theta}}+\frac{1}{1-we^{-i\theta}}-1\nonumber\\
&=\frac{1-w^2}{1-2wx+w^2}
=\frac{w^{-1}-w}{w^{-1}+w-2x}.
\end{align}
Choose $w$ so that $w^{-1}+w=2z$, and define $s=(w^{-1}-w)/2$. Then $s^2=z^2-1$, $w=z-s$, and the right side equals $s/(z-x)$. Therefore
\begin{equation}
\frac{1}{z-x}=\frac1s\sum_{m=0}^{\infty}(2-\delta_{m0})w^mT_m(x).
\end{equation}
The root must be the one with $|w|<1$. With principal square roots, $s=\sqrt{z-1}\sqrt{z+1}$ is continuous off the interval $[-1,1]$ and approaches $z$ at large $|z|$, where $w\to0$. Since $|w|=1$ would make $z=(w+w^{-1})/2$ real and inside the interval, $|w|$ cannot reach 1 for $\eta>0$.

Replacing $x$ by $h$, and using $(E+i\eta-H)^{-1}=W^{-1}(z-h)^{-1}$, we obtain
\begin{equation}
\rho_\eta(E)=-\frac{1}{\pi W}\,\mathrm{Im}\sum_{m=0}^{\infty}
(2-\delta_{m0})\frac{w^m}{s}\,\mu_m,\qquad
\mu_m=\frac1N\mathrm{Tr}\,T_m(h).
\label{series}
\end{equation}
The coefficients carry $E$ and $\eta$; the moments carry the lattice. One set of moments serves all energies, and any width for which the series has converged.

\section{The truncation error}

Keep the terms $m<M$. On the spectrum $|T_m|\le1$, so the omitted part is at most
\begin{equation}
B_M=\frac{1}{\pi W|s|}\sum_{m=M}^{\infty}2|w|^m
=\frac{2|w|^M}{\pi W|s|(1-|w|)}.
\label{bound}
\end{equation}
This holds for each level separately, hence for their average.

To see the rate, put $E=W\cos\theta$ and let $\eta$ be small. Just above the real axis $s=i\sin\theta$. From $w=z-s$ and $ds/dz=z/s$ we have $dw/dz=-w/s$, so adding $i\eta/W$ to $z$ changes $\ln w$ by $-\eta/(W\sin\theta)$. Thus
\begin{equation}
|w|\approx\exp\!\left(-\frac{\eta}{\sqrt{W^2-E^2}}\right).
\end{equation}
Inside the band the required $M$ grows as $\sqrt{W^2-E^2}/\eta$, times a logarithm of the accuracy. The approximation fails near the edges. At $E=W$, $z=1+i\eta/W$ and $s\approx\sqrt{2i\eta/W}=(1+i)\sqrt{\eta/W}$, so $|w|\approx1-\sqrt{\eta/W}$. There the scale of $M$ is $\sqrt{W/\eta}$, which is smaller than at the centre.

The bound is not wasteful for a single level. At $E=0$ we have $w=-i|w|$ and $s=i|s|$. For a level at zero, odd $T_m$ vanish and even ones equal $(-1)^{m/2}$, which cancels the sign of $w^m$. All omitted terms then add, and for even $M$ the error is $B_M(1-|w|)/(1-|w|^2)=B_M/(1+|w|)$, about half the bound. For a trace over many levels the terms partly cancel, and the error can be much smaller.

\section{Moments without diagonalization}

A trace over all basis vectors would need $N$ recursions. Instead take $R$ vectors $v$ whose components are independent random signs. For each, build $v_m=T_m(h)v$ from
\begin{equation}
v_0=v,\qquad v_1=hv,\qquad v_{m+1}=2hv_m-v_{m-1}.
\end{equation}
The identity $2T_mT_n=T_{m+n}+T_{|m-n|}$ and the symmetry of $h$ give two moments per step:
\begin{align}
v^{T}T_{2m}v&=2\,v_m^{T}v_m-v_0^{T}v_0,\\
v^{T}T_{2m+1}v&=2\,v_{m+1}^{T}v_m-v_1^{T}v_0.
\end{align}
Thus $M$ moments cost $M/2$ sparse products per vector, and the work grows as $NMR$. Dividing by $N$ and averaging over the vectors estimates $\mu_m$.

\section{The stochastic error}

Write $A=L_\eta(E-H)$. Because $v_i^2=1$,
\begin{equation}
v^{T}Av=\mathrm{Tr}\,A+2\sum_{i<j}A_{ij}v_iv_j.
\end{equation}
Each product $v_iv_j$ with $i<j$ has zero mean and unit variance, and products for different pairs are uncorrelated. The estimate is therefore unbiased, and for $R$ vectors
\begin{equation}
\sigma^2=\frac{4}{N^2R}\sum_{i<j}A_{ij}^2
=\frac{2}{N^2R}\Big[\mathrm{Tr}\,A^2-\sum_iA_{ii}^2\Big].
\label{variance}
\end{equation}
The calculation uses a truncated polynomial in place of $A$. The difference has squared Frobenius norm at most $NB_M^2$, so it changes the standard deviation by at most $\sqrt{2/(NR)}\,B_M$.

The matrix $A$ is never formed, yet $\mathrm{Tr}\,A^2$ can be found from the density itself. Differentiation gives
\begin{equation}
\frac{\partial L_\eta}{\partial\eta}=\frac1\pi\frac{x^2-\eta^2}{(x^2+\eta^2)^2},
\qquad
\frac{L_\eta}{\eta}-\frac{\partial L_\eta}{\partial\eta}
=\frac{2\eta^2}{\pi(x^2+\eta^2)^2}=2\pi L_\eta^2.
\end{equation}
Averaging over the levels turns the left side into $\rho_\eta/\eta-\partial_\eta\rho_\eta$. For the diagonal part, the Cauchy--Schwarz inequality gives $\sum_iA_{ii}^2\ge(\mathrm{Tr}\,A)^2/N=N\rho_\eta^2$. Hence
\begin{equation}
\sigma^2\le\frac{2}{NR}\left[\frac{1}{2\pi}\left(\frac{\rho_\eta}{\eta}
-\frac{\partial\rho_\eta}{\partial\eta}\right)-\rho_\eta^2\right].
\label{noise}
\end{equation}
The inequality becomes an equality when all sites have the same local density, as in the clean lattice. The derivative needs no new moments. With $dz/d\eta=i/W$ and the derivatives of $w$ and $s$ given above,
\begin{equation}
\frac{\partial\rho_\eta}{\partial\eta}=\frac{1}{\pi W^2}\,\mathrm{Re}\sum_m
(2-\delta_{m0})\frac{w^m}{s}\left(\frac ms+\frac{z}{s^2}\right)\mu_m.
\end{equation}
In practice the estimated moments are inserted, so the resulting error bar is an estimate of the bound.

Two limits show its meaning. If the density is smooth over $\eta$, the derivative is small, and for $\eta\rho_\eta\ll1$
\begin{equation}
\sigma\approx\sqrt{\frac{\rho_\eta}{\pi NR\eta}},\qquad
\frac{\sigma}{\rho_\eta}\approx\frac{1}{\sqrt{\pi NR\eta\rho_\eta}}.
\label{simple}
\end{equation}
The relative error is inversely proportional to the square root of $nR$, where $n\sim N\eta\rho_\eta$ is the number of levels within the width. If instead sharp levels at $E$ dominate, $\rho_\eta\propto1/\eta$ and $-\partial_\eta\rho_\eta=\rho_\eta/\eta$. The bracket's first part doubles and $\sigma$ is larger by $\sqrt2$.

These estimates also fix the cost. For a smooth density and a given absolute $\sigma$, $NR$ grows as $1/\eta$, and $M$ grows as $1/\eta$ up to a logarithm. Halving the width thus costs about four times the work, as long as $R$ is not already at its minimum of one.

\section{A lattice of 76\,800 sites}

We choose $t=3$ eV, so $W=9$ eV, and a bond length $d=1.5$ \AA. The physical half-width is $\eta=0.1$ eV $=0.00367$ hartree, a lifetime of 3.3 fs. A lattice of $200\times200$ cells has 80\,000 sites; removing 1600 at random from each sublattice leaves $N=76\,800$. The cell area is $3\sqrt3\,d^2/2=5.85$ \AA$^2$, so the vacancy density is $3200/(40\,000\times5.85)=0.0137$ per \AA$^2$. Its inverse square root, 8.5 \AA, is a typical spacing.

At the band centre $|w|=0.98895$, and the prefactor of $|w|^M$ in (\ref{bound}) is $2/(9\pi\times0.01105)=6.40$ per eV. A bound of $10^{-4}$ per eV requires $M\ge\ln(6.40\times10^4)/0.01111$, or 997 moments. We take $M=1024$ and $R=6$. In units of 1/eV per site, with the clean lattice at the same $\eta$ for comparison:

\begin{center}
\begin{tabular}{ccccc}
$E$ (eV) & $\rho_\eta$ & $B_M$ & $\sigma$ & clean\\
0 & 0.0434 & 0.00007 & 0.0007 & 0.0058\\
1 & 0.0230 & 0.00007 & 0.0004 & 0.0229\\
3 & 0.1062 & 0.00004 & 0.0009 & 0.1215
\end{tabular}
\end{center}

At 3 eV the density is 2.89 per hartree per site. The stochastic error there is 0.8\% of the density and 24 times the truncation bound. More moments would be wasted; more vectors would help, though bringing $\sigma$ down to $B_M$ would take nearly 600 times as many. Equation (\ref{simple}) gives $\sqrt{0.1062/(\pi\times76\,800\times6\times0.1)}=0.00086$ per eV, close to the full estimate of 0.000885. At zero energy the full estimate exceeds the simple one by a factor of 1.19, between the smooth and sharp limits.

At fixed $\eta$ the height now settles as $M$ grows. It remains a function of $\eta$: by (\ref{noise}) the factor 1.19 requires $\partial_\eta\rho_\eta<0$, so a smaller width gives a higher peak. At $E=0$ and fixed $\eta$, going from 512 to 1024 moments changes the density by $5\times10^{-5}$ per eV, although the bound at 512 is still 0.022 per eV. The bound guarantees accuracy; it does not predict the actual error.

Several tests support these error bars. On a 280-site vacancy lattice, diagonalization confirmed the truncation bound at 65 energies for four values of $M$, and sampled trace variances agreed with (\ref{variance}) within 3\%. For a clean lattice of $200\times200$ cells, the random-trace result lay within 2.3 estimated standard deviations of the Bloch sum at 33 energies. On the large vacancy lattice, the variance between vectors was 1.10 times the estimated bound. This does not contradict (\ref{noise}): six vectors at 33 energies, treated as independent, fix a variance to about $\sqrt{2/(5\times33)}=11\%$. The numerical output gives the separate values.

\section{What the vacancies do to the spectrum}

At $E=t$ the clean lattice has its van Hove peak. Vacancies lower it by 0.0153 per eV, about 17 times the stochastic error. Both curves have the same $\eta$, so this is a property of the disordered spectrum. To express it as a width, define $\Gamma$ by
\begin{equation}
\rho^{\rm clean}_{\eta+\Gamma}(t)=\rho^{\rm vac}_{\eta}(t).
\label{gamma}
\end{equation}
If disorder acted as a constant self-energy $-i\Gamma$, it would replace $E+i\eta$ by $E+i(\eta+\Gamma)$ in the clean resolvent, and (\ref{gamma}) would hold for every $\eta$ with the same $\Gamma$. The result is
\begin{equation}
\Gamma=0.084\pm0.007\ \text{eV}\approx0.0031\ \text{hartree}
\qquad(\eta=0.1\ \text{eV}),
\end{equation}
where the error is stochastic; truncation adds at most about 0.0003 eV. At $\eta=0.2$ eV, $\Gamma=0.086\pm0.007$ eV. Both values come from the same sample and the same vectors, so their errors are strongly correlated and the difference of 0.002 eV cannot be judged against $\pm0.007$ eV. The two numbers are of similar size, but they do not show that $\Gamma$ is independent of $\eta$, and they do not establish a constant self-energy. Vacancies also move spectral weight, which changes the peak height, so $\Gamma$ should not be read as a scattering rate.

The band centre shows that this one width cannot describe the whole spectrum. For the clean lattice with levels $\varepsilon$,
\begin{equation}
\frac{\rho_\eta(0)}{\eta}=\frac1\pi\left\langle\frac{1}{\varepsilon^2+\eta^2}\right\rangle
\end{equation}
decreases as $\eta$ grows. Raising the width from 0.1 to 0.184 eV can therefore raise the clean density from 0.00585 to at most 0.0108 per eV, far below the 0.0434 found with vacancies. A match at $E=0$ would need a total width of at least $0.1\times0.0434/0.00585=0.74$ eV. This condition is necessary but not sufficient: as the width grows, the clean density at $E=0$ passes through a maximum below 0.04 per eV, so no width gives a match. The midgap peak is new spectral weight near zero, not the clean density smeared by $\Gamma$.

The same peak limits the number of zero-energy states. If a fraction $f$ of the levels lay at zero, they alone would contribute $f/(\pi\eta)$, and all other contributions are positive. Hence $f\le\pi\eta\rho_\eta(0)=0.0136$, or about 1050 levels for 3200 vacancies, with a relative stochastic uncertainty of 1.5\%. This is an upper limit: levels close to zero contribute to the same height. At 1 eV, by contrast, the clean and disordered densities of this sample differ by less than the stochastic error. The second sample described below lies 0.0009 per eV above the clean value, more than twice that error, so a small difference is not excluded. Nor would agreement of the density at one energy show that the states are unaffected.

\section{What the error bars leave out}

The target (\ref{target}) belongs to one arrangement of vacancies. A second random sample gave 0.0428, 0.0238 and 0.1043 per eV at 0, 1 and 3 eV. If its stochastic errors equal those of the first, the largest difference is about 1.5 combined standard deviations. Sample dependence is not resolved, but two samples do not measure it either. An ensemble average needs more arrangements, each with its own random vectors, so that their scatter contains both sources. The slope of the clean peak height with width has magnitude $0.000885/0.0066\approx0.13$ per eV$^2$ and converts the lower second peak into a $\Gamma$ larger by about 0.014 eV. This is again about 1.5 combined standard deviations, so it neither shows nor excludes a dependence of $\Gamma$ on the sample. The quoted error of $\Gamma$ covers only the random vectors and should not be attached to the ensemble.

Finite size is also separate. For the clean lattice, going from 200 to 800 cells along each side changes the density at the three energies by at most $6.2\times10^{-5}$ per eV. This does not bound the size effect with vacancies. Nor can $\eta$ be lowered without limit at fixed $N$: once it falls below the level spacing, about $1/(N\rho_\eta)$, the exact $\rho_\eta$ of that sample shows individual levels instead of the density of a large lattice. Estimating even that curve then takes more moments and, because few levels lie within the width, more random vectors.

\section*{Computed results}
\begin{verbatim}
hopping t = 3.0 eV, spectral bound W = 9.0 eV
bond length = 1.5 angstrom
physical half-width eta = 0.100 eV = 0.003675 hartree
lifetime hbar/(2 eta) = 3.291 fs
cells = 200 x 200, vacancies = 3200, sites N = 76800
vacancy density = 0.01369 per angstrom^2
vacancy spacing = 8.55 angstrom
moments M = 1024, random vectors R = 6
|w| at 0 eV = 0.988951
moments for bound 1e-4 per eV at 0 eV = 997
small test lattice: sites = 280
small, M=128: largest error 6.38e-02, bound 1.54e+00 per eV
small, M=256: largest error 1.40e-02, bound 3.72e-01 per eV
small, M=512: largest error 6.72e-04, bound 2.17e-02 per eV
small, M=1024: largest error 1.66e-06, bound 7.33e-05 per eV
single level, worst error/bound at 0, 1, 3 eV: 0.503 0.502 0.498
sampled/predicted variance at 0, 1, 3 eV: 0.975 1.019 0.986
clean lattice, largest deviation = 2.25 sigma
clean lattice, shift from 200 to 800 cells = 6.16e-05 per eV
vector scatter: variance/predicted bound = 1.099
E=0.0 eV: rho = 0.04338 per eV per site
  truncation bound = 7.33e-05 per eV
  stochastic sigma = 6.53e-04 per eV
  second sample rho = 0.04281 per eV
  clean lattice rho = 0.00585 per eV
E=1.0 eV: rho = 0.02304 per eV per site
  truncation bound = 6.83e-05 per eV
  stochastic sigma = 3.73e-04 per eV
  second sample rho = 0.02381 per eV
  clean lattice rho = 0.02294 per eV
E=3.0 eV: rho = 0.10623 per eV per site
  truncation bound = 3.68e-05 per eV
  stochastic sigma = 8.85e-04 per eV
  second sample rho = 0.10431 per eV
  clean lattice rho = 0.12151 per eV
simple sigma estimate at 3 eV = 8.57e-04 per eV
rho at 3 eV = 2.8907 per hartree per site
Jackson M=128: width 0.2209 eV, rho(0) = 0.03320 per eV
Jackson M=256: width 0.1104 eV, rho(0) = 0.04617 per eV
Jackson M=512: width 0.0552 eV, rho(0) = 0.06975 per eV
Jackson M=1024: width 0.0276 eV, rho(0) = 0.11112 per eV
Lorentzian M=512: rho(0) = 0.04333 per eV, bound 2.17e-02
Lorentzian M=1024: rho(0) = 0.04338 per eV, bound 7.33e-05
eta=0.1 eV: disorder width Gamma = 0.0844 eV
  Gamma errors: stochastic 0.0066 eV, truncation 0.00027 eV
eta=0.2 eV: disorder width Gamma = 0.0863 eV
  Gamma errors: stochastic 0.0069 eV, truncation 0.00000 eV
Gamma at eta=0.1 eV = 0.003101 hartree
\end{verbatim}
